**Gate-dependent contact resistance and apparent transistor mobility**

The program tests the linear-regime result \(\mu_{\rm app}/\mu=(1+sr)/(1+r)^2\) for a transistor with constant channel mobility \(\mu\). Here \(r\) is the ratio of contact to channel resistance, \(s=-d\ln R_c/d\ln x\), and \(x\) is the gate voltage above threshold. The current comes from a nonlinear resistor chain with the contact at the source, and its numerical derivative is compared with the formula. The program asserts that the remaining difference scales with drain voltage, that the current stays below its contact-free value, and that the gained and lost slope areas agree within a stated tolerance. It also asserts the bound \(s^2/[4(s-1)]\) for power-law contacts by numerical differentiation. The output shows a peak apparent mobility of 4.31 cm²/(V s) for a true value of 1 cm²/(V s), while a constant contact resistance gives no overestimate. A tenfold longer channel still peaks at 3.71 cm²/(V s). Inner probes and a comparison of two channel lengths recover the true mobility to about one percent between 15 and 55 V.

## Verification by program

```python
"""
Result under test: for a transistor with constant channel mobility mu and a
gate-dependent series contact resistance Rc, the linear-regime slope gives
    mu_app / mu = (1 + s*r) / (1 + r)**2,
r = Rc / Rchannel, s = -d ln(Rc) / d ln(x), x = gate voltage - threshold.
It exceeds 1 only if s > 2 + r, and is at most s**2 / (4*(s-1)) for s > 2.
The independent side is a nonlinear resistor chain for the channel potential,
with the contact at the source, whose current is differentiated numerically.
Units: volt, ampere, ohm, centimetre, second, farad.
"""
import numpy as np
from scipy import constants
from scipy.integrate import trapezoid
from scipy.optimize import brentq

mobility = 1.0            # cm^2/(V s)
capacitance = 10e-9       # F/cm^2
width, length0 = 0.1, 0.01   # cm
threshold = 5.0           # V
drain0 = 0.1              # V
contact_ref = 5.0e5       # ohm, at gate_ref
gate_ref = 25.0           # V
decay = 1.25              # V, gate change that divides Rc by e
residual = 1.0e5          # ohm, used only in the residual-resistance variant
temperature = 300.0       # K, used only to interpret the decay voltage
gain0 = mobility * capacitance * width / length0   # A/V^2


def gated_contact(gate):
    return contact_ref * np.exp(-(gate - gate_ref) / decay)


def constant_contact(gate):
    return contact_ref + 0.0 * gate


def residual_contact(gate):
    return gated_contact(gate) + residual


def simulate(gate, contact, length=length0, drain=drain0):
    """Return current and voltage drop across the middle third of the channel."""
    cells = 60
    x = gate - threshold
    gain = mobility * capacitance * width / length
    rc = contact(gate)
    potential = np.full((x.size, cells + 1), drain / 2)
    change = 1.0
    for _ in range(60):
        middle = 0.5 * (potential[:, 1:] + potential[:, :-1])
        cell_resistance = 1.0 / (gain * cells * (x[:, None] - middle))
        current = drain / (rc + cell_resistance.sum(axis=1))
        drops = current[:, None] * cell_resistance
        new = np.full_like(potential, drain)
        new[:, :-1] = drain - np.cumsum(drops[:, ::-1], axis=1)[:, ::-1]
        change = np.max(np.abs(new - potential))
        potential = new
        if change < 1e-15:
            break
    assert change < 1e-13
    return current, drops[:, cells // 3:2 * cells // 3].sum(axis=1)


step = 1e-3   # V, for central differences


def slope_ratio(gate, contact, length=length0, drain=drain0):
    """Apparent mobility over true mobility, from the simulated current."""
    up = simulate(gate + step, contact, length, drain)[0]
    down = simulate(gate - step, contact, length, drain)[0]
    gain = mobility * capacitance * width / length
    return (up - down) / (2 * step * drain * gain)


def r_and_s(gate, length=length0):
    x = gate - threshold
    gain = mobility * capacitance * width / length
    return gain * x * gated_contact(gate), x / decay


def formula(gate, length=length0):
    r, s = r_and_s(gate, length)
    return (1 + s * r) / (1 + r) ** 2


gates = np.linspace(6.0, 55.0, 981)
current, _ = simulate(gates, gated_contact)
ratio = slope_ratio(gates, gated_contact)

# Slope formula against the simulation; the remainder must vanish with drain.
error_large = np.max(np.abs(ratio - formula(gates)))
ratio_small = slope_ratio(gates, gated_contact, drain=drain0 / 10)
error_small = np.max(np.abs(ratio_small - formula(gates)))
assert error_large < 0.03
assert 8 < error_large / error_small < 12

# The current itself never exceeds that of the contact-free device.
r_all, s_all = r_and_s(gates)
secant = current / (drain0 * gain0 * (gates - threshold))
assert np.all(secant < 1)
assert np.max(np.abs(secant - 1 / (1 + r_all))) < 0.005

# Peak, and the false threshold from its tangent.
peak = int(np.argmax(ratio))
assert 0 < peak < gates.size - 1 and ratio[peak] > 3
r_peak, s_peak = r_and_s(gates[peak])
bound_peak = s_peak ** 2 / (4 * (s_peak - 1))
assert formula(gates[peak]) <= bound_peak
false_threshold = gates[peak] - current[peak] / (ratio[peak] * drain0 * gain0)
predicted_threshold = threshold + (gates[peak] - threshold) * (
    (s_peak - 1) * r_peak / (1 + s_peak * r_peak))
assert abs(false_threshold - predicted_threshold) < 0.15
window = np.abs(gates - gates[peak]) <= 2.0 + 1e-9
fit_ratio = np.polyfit(gates[window], current[window], 1)[0] / (drain0 * gain0)
above_two = gates[ratio > 2]

# Overestimation starts where s = 2 + r; gained area repays the lost area.
crossing = brentq(lambda g: r_and_s(g)[1] - 2 - r_and_s(g)[0], 15.0, 24.0)
simulated_crossing = gates[np.argmax(ratio > 1)]
assert abs(simulated_crossing - crossing) < 0.15
r_cross = r_and_s(crossing)[0]
lost_area = (crossing - threshold) * r_cross / (1 + r_cross)
gained_area = trapezoid(np.clip(ratio - 1, 0, None), gates)
assert abs(gained_area - lost_area) < 0.15

# Largest ratio for power-law contacts, from numerical differentiation.
def power_law_peak(s):
    x = np.logspace(-2, 2, 20001)
    h = 1e-5 * x
    conductance = lambda z: 1 / (1 / z + z ** (-s))
    return np.max((conductance(x + h) - conductance(x - h)) / (2 * h))


factor = 3.0
s_needed = 2 * factor * (1 + np.sqrt(1 - 1 / factor))
for s in (1.0, 1.5, 2.0):
    assert power_law_peak(s) < 1
for s in (4.0, 8.0, 16.0):
    assert abs(power_law_peak(s) / (s ** 2 / (4 * (s - 1))) - 1) < 1e-4
assert abs(power_law_peak(s_needed) / factor - 1) < 1e-4

# Control: the same resistance without gate dependence only lowers the slope.
control = slope_ratio(gates, constant_contact)
assert np.max(control) < 1
control_ref = np.interp(gate_ref, gates, control)
assert abs(control_ref - 0.25) < 0.01

# A tenfold longer channel shifts the kink but keeps the overestimate.
long_ratio = slope_ratio(gates, gated_contact, length=10 * length0)
long_peak = int(np.argmax(long_ratio))
assert np.max(np.abs(long_ratio - formula(gates, 10 * length0))) < 0.03
assert 2.5 < long_ratio[long_peak] < ratio[peak]
assert gates[long_peak] < gates[peak]

# Residual contact resistance makes even the high-gate slope wrong.
res_ratio = slope_ratio(gates, residual_contact)
res_high = np.interp(45.0, gates, res_ratio)
res_r = gain0 * (45.0 - threshold) * residual
assert abs(res_high - 1 / (1 + res_r) ** 2) < 0.01
assert np.max(res_ratio) > 2

# Remedies: inner probes, and two channel lengths with identical contacts.
inner = gates[gates >= 15.0]


def probe_conductance(gate):
    i, drop = simulate(gate, gated_contact)
    return i / drop


def length_conductance(gate):
    short = drain0 / simulate(gate, gated_contact)[0]
    long = drain0 / simulate(gate, gated_contact, length=2 * length0)[0]
    return 1 / (long - short)


probe_ratio = (probe_conductance(inner + step)
               - probe_conductance(inner - step)) / (2 * step * 3 * gain0)
length_ratio = (length_conductance(inner + step)
                - length_conductance(inner - step)) / (2 * step * gain0)
assert np.max(np.abs(probe_ratio - 1)) < 0.015
assert np.max(np.abs(length_ratio - 1)) < 0.03

coupling = constants.k * temperature / (constants.e * decay)
barrier_drop = coupling * (gate_ref - threshold)

print(f"true channel mobility: {mobility:.2f} cm^2/(V s)")
print(f"gate capacitance: {capacitance * 1e9:.1f} nF/cm^2")
print(f"channel width, length: {width * 1e4:.0f}, {length0 * 1e4:.0f} um")
print(f"threshold, drain voltage: {threshold:.1f}, {drain0:.2f} V")
print(f"gain factor k: {gain0:.2e} A/V^2")
print(f"contact resistance at {gate_ref:.0f} V: {contact_ref / 1e3:.0f} kohm")
print(f"contact decay voltage: {decay:.2f} V")
print(f"barrier lowering per gate volt at {temperature:.0f} K: {coupling:.4f} eV/V")
print(f"barrier lowering, threshold to {gate_ref:.0f} V: {barrier_drop:.3f} eV")
print("gate V | Rc kohm | Rch kohm | r | s | I uA | mu_app cm^2/(V s)")
for g in (15.0, 20.0, 22.5, 25.0, 27.5, 30.0, 35.0, 45.0):
    j = int(np.argmin(np.abs(gates - g)))
    print(f"{g:.1f} | {gated_contact(g) / 1e3:.4g} | "
          f"{1e-3 / (gain0 * (g - threshold)):.1f} | {r_all[j]:.3g} | "
          f"{s_all[j]:.1f} | {current[j] * 1e6:.4g} | {mobility * ratio[j]:.3f}")
print(f"peak gate voltage: {gates[peak]:.2f} V")
print(f"peak apparent mobility, simulated: {mobility * ratio[peak]:.2f} cm^2/(V s)")
print(f"same, small-drain formula: {mobility * formula(gates[peak]):.2f} cm^2/(V s)")
print(f"r and s at peak: {r_peak:.3f}, {s_peak:.2f} (no unit)")
print(f"upper bound on ratio at this s: {bound_peak:.3f} (no unit)")
print(f"secant over true mobility at peak: {secant[peak]:.3f} (no unit)")
print(f"line-fit mobility, 4 V window: {mobility * fit_ratio:.2f} cm^2/(V s)")
print(f"false threshold from peak tangent: {false_threshold:.2f} V")
print(f"ratio above 2 from {above_two[0]:.2f} to {above_two[-1]:.2f} V")
print(f"overestimate begins at gate voltage: {crossing:.2f} V")
print(f"lost area, formula: {lost_area:.2f} V")
print(f"gained area, simulated: {gained_area:.2f} V")
print(f"s needed for ratio {factor:.0f}: {s_needed:.2f} (no unit)")
print(f"constant-contact mobility at 25 V: {mobility * control_ref:.3f} cm^2/(V s)")
print(f"tenfold length: peak {mobility * long_ratio[long_peak]:.2f} cm^2/(V s)")
print(f"tenfold length: peak position {gates[long_peak]:.2f} V")
print(f"residual resistance in variant: {residual / 1e3:.0f} kohm")
print(f"variant: peak mobility {mobility * np.max(res_ratio):.2f} cm^2/(V s)")
print(f"variant: mobility at 45 V {mobility * res_high:.3f} cm^2/(V s)")
print(f"inner probes, 15-55 V: {mobility * probe_ratio.min():.3f} to "
      f"{mobility * probe_ratio.max():.3f} cm^2/(V s)")
print(f"two lengths, 15-55 V: {mobility * length_ratio.min():.3f} to "
      f"{mobility * length_ratio.max():.3f} cm^2/(V s)")
print(f"largest formula error at drain {drain0:.2f} V: {error_large:.4f} (ratio)")
print(f"largest formula error at drain {drain0 / 10:.2f} V: {error_small:.5f} (ratio)")
print("finished without a failed check")
```

Printed output:

```
true channel mobility: 1.00 cm^2/(V s)
gate capacitance: 10.0 nF/cm^2
channel width, length: 1000, 100 um
threshold, drain voltage: 5.0, 0.10 V
gain factor k: 1.00e-07 A/V^2
contact resistance at 25 V: 500 kohm
contact decay voltage: 1.25 V
barrier lowering per gate volt at 300 K: 0.0207 eV/V
barrier lowering, threshold to 25 V: 0.414 eV
gate V | Rc kohm | Rch kohm | r | s | I uA | mu_app cm^2/(V s)
15.0 | 1.49e+06 | 1000.0 | 1.49e+03 | 8.0 | 6.705e-05 | 0.005
20.0 | 2.73e+04 | 666.7 | 40.9 | 12.0 | 0.003575 | 0.280
22.5 | 3695 | 571.4 | 6.47 | 14.0 | 0.02342 | 1.640
25.0 | 500 | 500.0 | 1 | 16.0 | 0.09981 | 4.238
27.5 | 67.67 | 444.4 | 0.152 | 18.0 | 0.1948 | 2.812
30.0 | 9.158 | 400.0 | 0.0229 | 20.0 | 0.2439 | 1.392
35.0 | 0.1677 | 333.3 | 0.000503 | 24.0 | 0.2993 | 1.011
45.0 | 5.627e-05 | 250.0 | 2.25e-07 | 32.0 | 0.3995 | 1.000
peak gate voltage: 25.35 V
peak apparent mobility, simulated: 4.31 cm^2/(V s)
same, small-drain formula: 4.32 cm^2/(V s)
r and s at peak: 0.769, 16.28 (no unit)
upper bound on ratio at this s: 4.336 (no unit)
secant over true mobility at peak: 0.564 (no unit)
line-fit mobility, 4 V window: 3.93 cm^2/(V s)
false threshold from peak tangent: 22.69 V
ratio above 2 from 22.85 to 28.55 V
overestimate begins at gate voltage: 21.74 V
lost area, formula: 15.39 V
gained area, simulated: 15.34 V
s needed for ratio 3: 10.90 (no unit)
constant-contact mobility at 25 V: 0.251 cm^2/(V s)
tenfold length: peak 3.71 cm^2/(V s)
tenfold length: peak position 22.35 V
residual resistance in variant: 100 kohm
variant: peak mobility 3.50 cm^2/(V s)
variant: mobility at 45 V 0.511 cm^2/(V s)
inner probes, 15-55 V: 1.000 to 1.009 cm^2/(V s)
two lengths, 15-55 V: 1.000 to 1.011 cm^2/(V s)
largest formula error at drain 0.10 V: 0.0120 (ratio)
largest formula error at drain 0.01 V: 0.00120 (ratio)
finished without a failed check
```
